# Electron spill-out onto point charges and the effect of core potentials, part 2

A quantum cluster of an ionic crystal sits in an array of point charges. A bare charge $q$ offers an anion's electron a false level, the empty $1s$ level $-q^2/2$, which a real cation lacks. Hartree atomic units are used.

The model has one electron and two centres. Site C, at the origin, has $H_C=-\tfrac12\nabla^2+V_C$, with $V_C=-q/r$ for the bare charge. Anion A, at $\mathbf R$, is a zero-range well that binds by $\kappa^2/2$ when free. With $s=|\mathbf r-\mathbf R|$ and $\theta$ the angle to the axis at A, $r=R+s\cos\theta+O(s^2)$. Bound states are proportional to the Green function $G$, $(H_C-E)G=\delta(\mathbf r-\mathbf R)$, with
$$2\pi G=\frac1s+g(E)+O(s),\qquad g(E)=-\kappa,$$
$$g'(E)=2\pi\int G(\mathbf r,\mathbf R;E)^2\,d^3r>0 .$$
With $k=\sqrt{-2E}$, $\nu=q/k$ and $z=2kr$, the Whittaker equation
$$w''=\left[\frac14-\frac{\nu}{z}+\frac{\lambda(\lambda+1)}{z^2}\right]w$$
has solutions $M_\lambda\approx z^{\lambda+1}$ (small $z$) and $W_\lambda\approx e^{-z/2}z^{\nu}$ (large $z$), and
$$W_\lambda M_\lambda'-W_\lambda'M_\lambda=\frac{\Gamma(2\lambda+2)}{\Gamma(\lambda+1-\nu)} .$$
For the bare charge, with $M=M_0$ and $W=W_0$,
$$g(E)=2k\,\Gamma(1-\nu)\left[W'M'-\left(\frac14-\frac\nu z\right)WM\right]_{z=2kR}.$$

Let $\varepsilon_0$ be the lowest level of $H_C$, $\phi_0$ its orbital, $w_0$ the weight on it and $\gamma=\varepsilon_0-E$ the gap. Then
$$g(E)=\frac{A}{\varepsilon_0-E}+g_{\rm reg}(E),\qquad A=2\pi\phi_0(\mathbf R)^2>0,$$
$$w_0=\frac{A}{(\varepsilon_0-E)^2g'(E)} .$$
The ground state lies below $\varepsilon_0$. For the bare charge $A=2q^3e^{-2qR}$.

For $KR\gg1$ the local estimate is $g_{\rm reg}\approx-K$, $K=\sqrt{-2E-2q/R}$. It gives the anion level $E_A=-\kappa^2/2-q/R$ and the coupling $t^2\approx AK$. Weak mixing has $w_0\approx A\kappa/(\varepsilon_0-E_A)^2$. The levels cross at $\kappa_c=-g_{\rm reg}(\varepsilon_0)\approx\sqrt{-2\varepsilon_0-2q/R}$ ($0.7403$ bohr$^{-1}$ for bare $q=1$, $R=4.4$ bohr); on collapse $A/\gamma=\kappa_c-\kappa$.

In a rock-salt lattice with Madelung constant $M$ and nearest-neighbour distance $R$, $I$ is the free anion's binding energy. With energies measured from unshifted C levels,
$$\frac{\kappa^2}{2}=I+\frac{2Mq-q-1}{R},$$
and collapse requires
$$I+\frac{2Mq-1}{R}<\frac{q^2}{2}.$$

An effective core potential (ECP) removes the false level by repulsion acting through projectors $P_l$ on angular momentum $l$ about C. The LANL2DZ $s$ and $p$ levels $\varepsilon_l$ are $-0.1806$ and $-0.1091$ Ha for Na, $-0.5393$ and $-0.3856$ Ha for Mg.

Q: Can such a potential be put into the two-centre model without losing the closed form?

A: Yes, with the Simons form
$$V_C=-\frac qr+\sum_{l=0,1}\frac{B_l}{r^2}P_l .$$
In channel $l$ the extra term adds to the centrifugal one, $l(l+1)/2r^2+B_l/r^2=\lambda_l(\lambda_l+1)/2r^2$, so the radial equation is the Whittaker equation with $\lambda=\lambda_l$. Expand $G=\sum_{lm}Y_{lm}(\hat r)Y^*_{lm}(\hat R)\,g_l(r,R)/(rR)$. The addition theorem turns the sum over $m$ into $(2l+1)P_l(\cos\vartheta)/4\pi$, here with the Legendre polynomial of the angle $\vartheta$ between $\mathbf r$ and $\mathbf R$, and the radial function obeys
$$\left[-\frac12\frac{d^2}{dr^2}+\frac{\lambda(\lambda+1)}{2r^2}-\frac qr+\frac{k^2}2\right]g_\lambda=\delta(r-R).$$
Take $g_\lambda=C\,M_\lambda(2kr_<)W_\lambda(2kr_>)$, regular at the origin and decaying. Integration across $r=R$ requires the slope to jump by $-2$. The jump is $2kC(M_\lambda W_\lambda'-M_\lambda'W_\lambda)=-2kC\,\Gamma(2\lambda+2)/\Gamma(\lambda+1-\nu)$, so
$$g_\lambda(r,R)=\frac{\Gamma(\lambda+1-\nu)}{k\,\Gamma(2\lambda+2)}M_\lambda(2kr_<)W_\lambda(2kr_>).$$
The poles are at $\nu=n+\lambda+1$ with $n=0,1,\dots$, that is at $E=-q^2/[2(n+\lambda+1)^2]$. Only two channels are changed. At $\mathbf r=\mathbf R$ the Legendre polynomials equal one and $2\pi(2l+1)/(4\pi R^2)=(2l+1)/(2R^2)$, so
$$g_{\rm ECP}=g+\sum_{l=0,1}\frac{2l+1}{2R^2}\left[g_{\lambda_l}(R,R)-g_l(R,R)\right].$$
The Coulomb pole at $\nu=1$ belongs to $l=0$, and that at $\nu=2$ to $l=0$ and $1$. Both are subtracted completely. The lowest pole is now
$$\varepsilon_0=-\frac{q^2}{2(\lambda_0+1)^2},$$
provided it lies below the $p$ level and the untouched $d$ level $-q^2/18$, which holds for both ions. Its radial orbital is $u=\mathcal N r^{\lambda_0+1}e^{-\eta r}$. Inserting it in the radial equation, the $1/r$ terms give $\eta(\lambda_0+1)=q$ and the constant terms give $E=-\eta^2/2$. Normalization gives $\mathcal N^2=(2\eta)^{2\lambda_0+3}/\Gamma(2\lambda_0+3)$, and $A=2\pi u(R)^2/(4\pi R^2)=u(R)^2/(2R^2)$.

The argument about the ground state used only monotonicity and the lowest pole, so it carries over with the new $\varepsilon_0$. For $\kappa R\gg1$ the electron stays on the anion if $\kappa^2/2+q/R>q^2/[2(\lambda_0+1)^2]$ by a margin large compared with $t$. When $\kappa R$ is not large, the local estimate behind this condition is unreliable, and $w_0$ must be taken from the closed form.

The parameters come from the LANL2DZ levels through $\lambda_l=q/\sqrt{-2\varepsilon_l}-1$. For Na, $\lambda_0=0.6637$ and $\lambda_1=1.1413$, so $B_0=0.6637\times1.6637/2=0.5521$ and $B_1=(1.1413\times2.1413-2)/2=0.2219$ Ha bohr$^2$. For Mg, $\lambda_0=0.9257$, $\lambda_1=1.2774$, $B_0=0.8914$ and $B_1=0.4545$ Ha bohr$^2$.

Q: What comes out for crystal-like distances?

A: Take three cases, with $M=1.7476$ from a lattice sum. Case A is an isolated pair with $q=1$, $R=4.4$ bohr and $I=0.125$ Ha, the rough size of a halide binding energy; the anion leaves a neutral atom behind and there is no shift, so $\kappa=\sqrt{0.25}=0.5$ bohr$^{-1}$ and $E_A=-0.125-1/4.4=-0.3523$ Ha. Case B puts this pair in the lattice: the shift is $(2\times1.7476-2)/4.4=0.3398$ Ha, $\kappa=\sqrt{2\times0.4648}=0.9642$ bohr$^{-1}$ and $E_A=-0.4648-0.2273=-0.6921$ Ha. Case C has $q=2$, $R=4$ bohr and $I=-0.3$ Ha, a rough size for an oxide ion, which is unbound when free: the shift is $(4\times1.7476-3)/4=0.9976$ Ha, $\kappa=\sqrt{2\times0.6976}=1.1812$ bohr$^{-1}$ and $E_A=-0.6976-0.5=-1.1976$ Ha. The Na parameters are used for $q=1$ and the Mg parameters for $q=2$.

Besides $w_0$ I give $P$, the probability within $r<R/2$ of the site. Squaring the partial-wave expansion and integrating over angles,
$$P=\frac{2\pi}{g'}\sum_l\frac{2l+1}{4\pi R^2}\int_0^{R/2}g_{\lambda_l}(r,R)^2dr .$$

| case | site | $\varepsilon_0$ (Ha) | $E$ (Ha) | $w_0$ | $P$ |
|---|---|---|---|---|---|
| A | bare | $-0.5000$ | $-0.5012$ | 0.993 | 0.802 |
| A | ECP | $-0.1806$ | $-0.3487$ | 0.0785 | 0.0098 |
| B | bare | $-0.5000$ | $-0.6927$ | 0.0078 | 0.0027 |
| B | ECP | $-0.1806$ | $-0.6907$ | 0.0162 | 0.0008 |
| C | bare | $-2.0000$ | $-2.0000$ | 1.000 | 0.986 |
| C | ECP | $-0.5393$ | $-1.1955$ | 0.0080 | 0.0007 |

With the bare charge, A and C collapse, since $-0.3523>-0.5$ and $-1.1976>-2$, while B does not, since $-0.6921<-0.5$. The formulas reproduce the details. In case C, $A=16e^{-16}=1.801\times10^{-6}$ Ha/bohr and $\kappa_c\approx\sqrt{4-1}=1.732$ bohr$^{-1}$, so $\gamma=1.801\times10^{-6}/(1.732-1.181)=3.27\times10^{-6}$ Ha, in agreement with the exact gap $3.269\times10^{-6}$ Ha. The value of $P$ is that of the $1s$ orbital, for which the probability inside radius $\rho$ is $1-e^{-2q\rho}(1+2q\rho+2q^2\rho^2)$, equal to $1-41e^{-8}=0.986$ at $q=2$, $\rho=2$ bohr. In case A, $A=2e^{-8.8}=3.015\times10^{-4}$ Ha/bohr and $\gamma\approx3.015\times10^{-4}/(0.7403-0.5)=1.25\times10^{-3}$ Ha, against the exact $1.245\times10^{-3}$ Ha. There $P$ is well below $w_0$ mainly because the $1s$ orbital of a unit charge has only $1-15.08\,e^{-4.4}=0.81$ of its weight inside $2.2$ bohr. In case B, $w_0\approx3.015\times10^{-4}\times0.9642/(0.1921)^2=0.0079$, against $0.0078$.

With the core potential all three ground states are anion states. The level in case C moves from $-54.4$ eV to $-32.5$ eV and in case A from $-13.64$ eV to $-9.49$ eV, while in case B it moves only from $-18.85$ eV to $-18.79$ eV. In B and C these energies refer to the shifted zero defined above.

These numbers are tested by a road that uses no Whittaker function. The anion is replaced by a separable well $-\zeta|\chi\rangle\langle\chi|$ with a Gaussian $\chi$, whose levels solve $1/\zeta=\langle\chi|G|\chi\rangle$; $G$ is obtained by finite differences in partial waves about C, $\zeta$ is fixed by the free binding $\kappa^2/2$, and the width is extrapolated to zero. The gaps and $P$ agree, for example $3.2705\times10^{-6}$ against $3.2692\times10^{-6}$ Ha in case C. The program and its output are printed after this text.

Q: In case B the weight $w_0$ is larger with the core potential, 0.0162 against 0.0078. Is that not more spill-out?

A: No, because $w_0$ refers to a different orbital. The valence orbital is diffuse and reaches the anion: its residue is $A=4.353\times10^{-3}$ Ha/bohr, 14 times the bare value. The weak-mixing formula with the printed gap gives $4.353\times10^{-3}\times0.9642/(0.5101)^2=0.0161$, so the larger residue outweighs the larger gap and accounts for the number. A large $A$ means that the orbital overlaps the anion state where that state already is. The density near the site is measured by $P$, which falls from $0.0027$ to $0.0008$. The sphere $r<R/2$ favours the compact orbital, since it holds $0.81$ of the bare $1s$ orbital and only about $0.22$ of the valence orbital. A region without this bias towards small $r$ is the half space nearer to C than to A; integrating $G^2$ over it and dividing by the norm gives $0.0043$ for the bare charge and $0.0017$ with the core potential, again a fall.

Q: Does the core potential spoil the electrostatics that the point charge was meant to supply?

A: It keeps the shift and the polarization. Expand the Coulomb energy about A: $-q/r=-q/R+\mathcal F s\cos\theta+\dots$ with the field $\mathcal F=q/R^2$. In first order the spherical state $\psi_0=Ne^{-\kappa s}/s$, with $4\pi N^2/(2\kappa)=1$, gives $-q/R$, because the average of a harmonic function over a sphere with $s<R$ is its central value; the region $s>R$ contributes terms of order $e^{-2\kappa R}$. For the second order use the Dalgarno–Lewis method. Write $\psi_1=\mathcal FN\cos\theta\,u_1/s$. A $p$ wave vanishes at A and does not feel the well, so
$$-\tfrac12u_1''+\frac{u_1}{s^2}+\tfrac12\kappa^2u_1=-s\,e^{-\kappa s}.$$
With $u_1=c_1s^2e^{-\kappa s}$ one has $u_1''=c_1(2-4\kappa s+\kappa^2s^2)e^{-\kappa s}$, the left side reduces to $2\kappa c_1s\,e^{-\kappa s}$, and $c_1=-1/(2\kappa)$. Then
$$E_2=\mathcal F^2N^2c_1\frac{4\pi}{3}\int_0^\infty s^3e^{-2\kappa s}ds=\mathcal F^2\left(-\frac1{2\kappa}\right)\frac{2\kappa}{3}\frac{6}{(2\kappa)^4}=-\frac{\mathcal F^2}{8\kappa^4},$$
a polarizability of $1/(4\kappa^4)$.

The Simons form adds a term of the same order, because $B_l/r^2$ has not died out at the anion. For a locally constant potential the radial equation is $(-\tfrac12d^2/dr^2+\tfrac12K_\lambda^2)g_\lambda=\delta$, solved by $e^{-K_\lambda|r-R|}/K_\lambda$, with $K_\lambda^2=K^2+\lambda(\lambda+1)/R^2$. The core term raises $K_\lambda^2$ by $2B_l/R^2$, which changes $1/K_\lambda$ by $-B_l/(\kappa^3R^2)$ to leading order in $1/(\kappa R)$. Hence $\delta g=-(B_0+3B_1)/(2\kappa^3R^4)$, and $\delta E=-\delta g/g'=-\kappa\,\delta g$. On the anion branch, to order $R^{-4}$,
$$E=-\frac{\kappa^2}2-\frac qR-\frac{q^2}{8\kappa^4R^4}+\frac{B_0+3B_1}{2\kappa^2R^4}.$$
For $q=1$, $\kappa=0.7$ bohr$^{-1}$ and $R=16$ bohr the third term is $-1/(8\times0.2401\times65536)=-7.944\times10^{-6}$ Ha. The exact value, read from the anion branch of the bare charge, which is an excited state there, is $-8.150\times10^{-6}$ Ha, larger in size by 2.6% of the law; at $24$ bohr the excess is 1% ($-1.584$ against $-1.569\times10^{-6}$ Ha). The fourth term is $1.2178/(2\times0.49\times65536)=1.896\times10^{-5}$ Ha, against the exact $1.897\times10^{-5}$ Ha. It is larger than the polarization, so the level $-0.3074892$ Ha lies above $E_A=-0.3075000$ Ha.

The fourth term belongs to the $1/r^2$ tail of the Simons form. A finite-difference calculation gives the change of $g$ at $16$ bohr as $-2.710\times10^{-5}$ bohr$^{-1}$, equal to the closed form, and only $1.3\times10^{-10}$ bohr$^{-1}$ when $B_l/r^2$ is damped by a Gaussian of range $4$ bohr. A short-range core potential thus leaves the first three terms at large $R$. In cases A to C the levels with core potential also lie slightly above $E_A$; the tail pushes them up, but it need not be the only cause, since $\kappa R$ is as small as $2.2$ in case A and the expansion is not quantitative.

Q: This is a one-electron model. Does a real anion behave this way, and why do some calculations with bare charges look harmless?

A: Take F$^-$ in restricted Hartree–Fock, at $R=4.4$ bohr from a site of net charge $+1$. With $\mu_z$ the total dipole about F along the axis, point ions give $\mu_z=R$, so $\delta=R-\mu_z$ is the electronic moment displaced towards the site, and the transfer of one whole electron would give $\delta=4.4\ e$ bohr. This measure needs no population analysis, but it is not a pure measure of transfer: the polarization of the anion by the field of the site, of size $\alpha_{\rm pol}\,q/R^2$ for a polarizability $\alpha_{\rm pol}$, contributes to $\delta$ even when no charge moves over.

With a bare charge, $\delta$ is $0.101$ for cc-pVTZ on F only, $0.429$ for aug-cc-pVTZ on F only, and $2.385\ e$ bohr when $7s4p$ functions are added on the site, which is $2.385/4.4=0.54$ of a full transfer. A basis centred on the anion cannot describe an orbital on the charge well, so it hides the level. The three bases are nested, and by the variational principle each enlargement brings the energy closer to that of the true ground state of this Hamiltonian, which is the one with the false level in use. The growth of $\delta$ along the sequence is not a theorem; it is what the program finds and asserts.

With the Na core potential, $\delta$ is $0.226$ without site functions and $0.301\ e$ bohr with them. The same basis extension changes it by $0.075$, against $1.956$ for the bare charge. The all-electron value, with def2-TZVP on Na, is $0.380\ e$ bohr. In the largest basis the core potential misses it by $0.079$ and the bare charge by $2.005$, so the remaining error is 4% of the bare one, although it is 21% of the all-electron value itself. These two values are not converged to the digits shown: with a second diffuse $s$, $p$, $d$ set on F, $d$ functions on the site and an uncontracted basis on all-electron Na, the core-potential value moves to $0.325$ and the all-electron one to $0.393\ e$ bohr, a shortfall of $0.068$ or 17%, while the bare value stays at $2.386$. A frozen core cannot polarize, and the electrons of Na$^+$, pushed away by the anion, would add to $\delta$; the Hartree–Fock moment of Na$^+$ in the field of a point charge $-1$ at $4.4$ bohr is $0.044$ to $0.048\ e$ bohr, depending on the basis, which has the right sign and covers more than half of the shortfall but not all of it. The rest is not explained here, and the bases on Na also differ.

The bare value $0.429$ lies close to the all-electron $0.380$, closer than either core-potential value. It is an unconverged point in a sequence that runs from $0.101$ to $2.385$, and the agreement rests on where the basis was cut off.

The one-electron case A gave almost complete transfer, while Hartree–Fock gives about half. The restricted method must move both spins together, so it cannot describe two neutral open-shell atoms, which is what a complete transfer of one electron would leave. The value $2.385$ is therefore a result of the restricted method only and not a prediction of how much charge moves. An unrestricted calculation is free of this constraint: in the larger basis described above it lies $0.157$ Ha below the restricted solution, has $\langle S^2\rangle=0.98$ and gives $\delta=4.35\ e$ bohr, nearly a full transfer.

Q: When does the picture fail, and does a core potential always keep the electron on the anion?

A: It keeps the electron there only when the real cation would. The potential restores the right level, and the crossing condition remains. For the isolated pair of case A the local estimate places a crossing where $0.125+1/R=0.1806$, at $R\approx18$ bohr; beyond it the ground state is a pair of neutral atoms, which is physical. At $R=4.4$ bohr the shift $1/4.4=0.227$ Ha alone exceeds $0.1806$ Ha, so $K^2$ is negative at $\varepsilon_0$ and the local estimate gives no $\kappa_c$. That says nothing about small $\kappa$, where $KR\gg1$ fails; for $\kappa=0.5$ bohr$^{-1}$ the closed form of case A gives $w_0=0.0785$, an anion state, and the full Green function gives $-g_{\rm reg}(\varepsilon_0)\approx0.05$ bohr$^{-1}$, far below $0.5$. For the Mg parameters at $4$ bohr the estimate is $\kappa_c\approx\sqrt{1.0786-1}=0.28$ bohr$^{-1}$, rough because $\kappa_cR$ is near one; the full Green function gives $0.35$ bohr$^{-1}$, and both are far below $1.18$.

The model itself has four limits. It has one electron, so it predicts when transfer starts and does not say how much charge moves once repulsion on the site and relaxation of the anion act. Its anion orbital is a zero-range $s$ state, whereas halide and oxide ions have extended $p$ orbitals, so $t$, $w_0$ and $P$ on the anion side are indicative only, and the values of $I$ are rough. It has one neighbour; with several equivalent charges the symmetric combination of their orbitals couples to the anion, with $t^2$ multiplied by their number when their mutual overlap is neglected; the order of the levels stays the same only in that approximation, since the coupling between the charges can lower the symmetric combination and change the order near a crossing. And it assumes bulk Madelung potentials. A charge at the outer surface of a finite array has fewer neighbours and can sit at a different potential, and the criterion must then be evaluated with the actual site energies. Since collapse depends on the order of the levels and not on the size of the coupling, a bare positive charge beyond the first shell can also take the electron if the basis reaches it. Its distance $d$ from the anion still enters the criterion: the attraction to the anion that lost the electron is $1/d$ in place of $1/R$, so with bulk potentials the condition reads $I+2Mq/R-1/d<q^2/2$, which is harder to meet than for a nearest neighbour.

## Numbers as computed

```
rock-salt Madelung constant M = 1.7476
Na ion q=1: bare s,p levels -0.5000 -0.1250 Ha
  all-electron HF s,p -0.1818 -0.1094 Ha; ECP s,p -0.1806 -0.1091 Ha
  lam0 0.6637 lam1 1.1413; B0 0.5521 B1 0.2219 Ha bohr^2
Mg ion q=2: bare s,p levels -2.0000 -0.5000 Ha
  all-electron HF s,p -0.5406 -0.3837 Ha; ECP s,p -0.5393 -0.3856 Ha
  lam0 0.9257 lam1 1.2774; B0 0.8914 B1 0.4545 Ha bohr^2
case A: q=1 R=4.4 bohr I=0.125 Ha shift=0.0000 Ha kap=0.5000 1/bohr E_anion=-0.3523 Ha
  bare: eps0=-0.5000 Ha A=3.015e-04 Ha/bohr E=-0.50125 Ha (-13.640 eV) gap=1.2453e-03 Ha
    w0=0.9931 P=0.8024; finite difference gap=1.2454e-03 Ha P=0.8024
  ECP: eps0=-0.1806 Ha A=4.353e-03 Ha/bohr E=-0.34869 Ha (-9.488 eV) gap=1.6805e-01 Ha
    w0=0.0785 P=0.0098; finite difference gap=1.6805e-01 Ha P=0.0098
case B: q=1 R=4.4 bohr I=0.125 Ha shift=0.3398 Ha kap=0.9642 1/bohr E_anion=-0.6921 Ha
  bare: eps0=-0.5000 Ha A=3.015e-04 Ha/bohr E=-0.69273 Ha (-18.850 eV) gap=1.9273e-01 Ha
    w0=0.0078 P=0.0027; finite difference gap=1.9275e-01 Ha P=0.0027
  ECP: eps0=-0.1806 Ha A=4.353e-03 Ha/bohr E=-0.69069 Ha (-18.795 eV) gap=5.1005e-01 Ha
    w0=0.0162 P=0.0008; finite difference gap=5.1005e-01 Ha P=0.0008
  two-level estimate of bare w0 = 0.0079
case C: q=2 R=4.0 bohr I=-0.3 Ha shift=0.9976 Ha kap=1.1812 1/bohr E_anion=-1.1976 Ha
  bare: eps0=-2.0000 Ha A=1.801e-06 Ha/bohr E=-2.00000 Ha (-54.423 eV) gap=3.2692e-06 Ha
    w0=1.0000 P=0.9862; finite difference gap=3.2705e-06 Ha P=0.9862
  ECP: eps0=-0.5393 Ha A=2.893e-03 Ha/bohr E=-1.19545 Ha (-32.530 eV) gap=6.5615e-01 Ha
    w0=0.0080 P=0.0007; finite difference gap=6.5614e-01 Ha P=0.0007
crossing q=1 R=4.4 bohr: kap_c=0.7403 (local 0.7385) 1/bohr
  t=0.01498 Ha, exact gap=0.01503 Ha, w0=0.505
crossing q=1 R=6.0 bohr: kap_c=0.8163 (local 0.8165) 1/bohr
  t=0.00317 Ha, exact gap=0.00313 Ha, w0=0.507
q=1 kap=0.7 1/bohr R=16.0 bohr: E_anion=-0.3075000 Ha, ECP ground E=-0.3074892 Ha
  polarization -8.150e-06 Ha (law -7.944e-06); tail 1.897e-05 Ha (law 1.896e-05)
q=1 kap=0.7 1/bohr R=24.0 bohr: E_anion=-0.2866667 Ha, ECP ground E=-0.2866645 Ha
  polarization -1.584e-06 Ha (law -1.569e-06); tail 3.742e-06 Ha (law 3.745e-06)
change of g at R=16.0 bohr: closed form -2.710e-05, finite difference -2.710e-05 1/bohr
  with Gaussian damping rc=4.0 bohr: 1.3e-10 1/bohr
RHF F- at R=4.4 bohr from the site, delta in e bohr:
  bare +1, cc-pVTZ on F only      0.101
  bare +1, aug-cc-pVTZ on F only  0.429
  bare +1, aug + 7s4p on site     2.385
  Na ECP, aug-cc-pVTZ on F only   0.226
  Na ECP, aug + 7s4p on site      0.301
  all-electron Na (def2-TZVP)     0.380
```
